# Why the Kinetic Temperature of a 96-Atom Melt Fluctuates So Widely

Q: I am preparing amorphous hafnia by melting a periodic cell of 96 atoms and then quenching it. The thermostat is set to 3000 K, yet the temperature printed at each step wanders by about 250 K. Is the thermostat failing?

A: Not on that evidence. First we need to say what is printed. The code adds up the kinetic energy \(K\) of the nuclei in one frame and converts it to a temperature,

\[
T_K=\frac{2K}{f k_B},\qquad K=\sum_{i=1}^{N}\frac{|\mathbf p_i|^2}{2m_i},
\]

where \(f\) is the number of independent momentum components. The bath temperature \(T\) is a fixed parameter of the ensemble. \(T_K\) is an estimate of it from a single frame, and an estimate made from few components scatters.

To find the scatter, I assume classical nuclei, forces that depend on positions alone, no rigid bonds, and a thermostat that samples the canonical distribution. The probability of a set of momenta and positions is then proportional to

\[
e^{-\beta(K+U)}=e^{-\beta K}\,e^{-\beta U},\qquad \beta=\frac{1}{k_BT},
\]

with \(U\) the potential energy. In the average of any function of the momenta, the integral over positions appears as the same factor in numerator and denominator and cancels. The momentum statistics therefore do not depend on the bonding, the density, or whether the sample is liquid or solid.

Q: Hafnium is about eleven times heavier than oxygen. Surely the masses matter?

A: They matter for the speeds, but not for the distribution of \(K\). Replace each momentum component \(p\) by \(y=p/\sqrt m\). Then \(p^2/2m=y^2/2\), and

\[
K=\tfrac12\sum_j y_j^2 .
\]

The change of variables multiplies the integration volume by a constant, which cancels on normalization. Every component \(y_j\) has the same Gaussian weight \(e^{-\beta y_j^2/2}\), whichever atom it belongs to.

Q: How many components are there? Three for each of 96 atoms would be 288.

A: That would be right if the total momentum could fluctuate. I assume here that your code holds it at zero, so that the cell does not drift. In each Cartesian direction the condition reads

\[
\sum_i p_i=\sum_i\sqrt{m_i}\,y_i=0 .
\]

This is a flat surface through the origin in the space of the \(y_i\). Rotate the axes so that one of them is perpendicular to the surface. A rotation preserves \(\sum y_i^2\), so the kinetic energy keeps its form, and the perpendicular component is zero. One component is lost per direction, three in all:

\[
f=3N-3=3\times96-3=285 .
\]

The periodic cell does not conserve total angular momentum, so nothing is subtracted for rotation.

Q: Now the width, please, with the factors of two visible.

A: The normalizing integral is a product of \(f\) equal Gaussian integrals:

\[
Z(\beta)=\left[\int_{-\infty}^{\infty}e^{-\beta y^2/2}\,dy\right]^f=\left(\frac{2\pi}{\beta}\right)^{f/2}.
\]

Consider the average of \(e^{sK}\) for a small parameter \(s<\beta\). The extra factor changes \(\beta\) to \(\beta-s\) in the numerator, so

\[
\langle e^{sK}\rangle=\frac{Z(\beta-s)}{Z(\beta)}=\left(1-\frac{s}{\beta}\right)^{-f/2}.
\]

Take the logarithm and use \(-\ln(1-x)=x+x^2/2+x^3/3+\dots\):

\[
\ln\langle e^{sK}\rangle=\frac f2\left[\frac{s}{\beta}+\frac{s^2}{2\beta^2}+\frac{s^3}{3\beta^3}+\dots\right].
\]

For any random quantity, the same logarithm begins

\[
\ln\langle e^{sK}\rangle=s\langle K\rangle+\frac{s^2}{2}\operatorname{Var}(K)+\frac{s^3}{6}\big\langle(K-\langle K\rangle)^3\big\rangle+\dots
\]

Matching the first two powers of \(s\) gives

\[
\langle K\rangle=\frac f2k_BT,\qquad \operatorname{Var}(K)=\frac f2(k_BT)^2 .
\]

The mean grows as \(f\), but the standard deviation grows as \(\sqrt f\), because independent fluctuations partly cancel. Their ratio is

\[
\frac{\sigma_K}{\langle K\rangle}=\frac{\sqrt{f/2}\,k_BT}{(f/2)\,k_BT}=\sqrt{\frac2f}.
\]

Since \(T_K\) is \(K\) times a constant, it has the same relative width. Its mean is \(T\), so

\[
\sigma_T=T\sqrt{\frac2f}=3000\ \mathrm K\times\sqrt{\frac{2}{285}}=3000\ \mathrm K\times0.0838\approx251\ \mathrm K .
\]

In energy terms, \(k_BT=0.2585\) eV, so the cell holds on average \(285\times0.2585/2=36.84\) eV of kinetic energy, with a standard deviation of \(\sqrt{142.5}\times0.2585=3.09\) eV. Your 250 K is what a correct thermostat should produce.

Q: Is 250 K then a limit that the trace should stay within?

A: No, it is a standard deviation, and many frames lie outside it. The full distribution follows from geometry. A fixed \(K\) defines a sphere of radius \(\sqrt{2K}\) in \(f\) dimensions. The volume inside is proportional to \(K^{f/2}\), so a thin shell of thickness \(dK\) has volume proportional to \(K^{f/2-1}dK\). With the Boltzmann factor,

\[
P(K)\propto K^{f/2-1}e^{-K/k_BT}.
\]

This is a gamma distribution. For 285 components it puts 68.1% of frames within 250 K of the target, so nearly one frame in three lies outside.

The distribution is also slightly lopsided, with a longer tail on the hot side. Matching the terms in \(s^3\) gives a third central moment of \(6\times f/(6\beta^3)=f(k_BT)^3\). Dividing by \(\sigma_K^3\) gives the skewness

\[
\frac{f}{(f/2)^{3/2}}=\sqrt{\frac8f}=0.168 .
\]

Q: Has this been tried with actual hafnium and oxygen masses?

A: Yes. Random thermal momenta were drawn for 32 Hf atoms of 178.5 u and 64 O atoms of 16.0 u, and the total momentum was removed from each of 20,000 independent frames. The width came out at 251.7 K, and 68.2% of frames lay within 250 K of the target.

Two other figures agree less closely. The mean was 3004.1 K, while its expected standard error is \(251.3/\sqrt{20000}\approx1.8\) K, so it is a little over two standard errors high. The sampled skewness was 0.220. For nearly Gaussian data its standard error is about \(\sqrt{6/20000}\approx0.017\), which puts it three standard errors above 0.168. Since the skewness formula follows directly from the assumed distribution, I read this as a chance excursion, but this sample does not confirm the skewness closely.

Q: What happens if my code divides by 288 instead of 285?

A: Then the conversion is wrong by a fixed factor. At a true temperature of 3000 K the mean reading becomes

\[
3000\ \mathrm K\times\frac{285}{288}=2968.8\ \mathrm K .
\]

The same random frames gave 2972.8 K, carrying over the high mean just mentioned. If a thermostat uses the wrong count to set its target kinetic energy, it raises the reading to 3000 K and the atoms are really at \(3000\times288/285\approx3032\) K. That 1% error is far smaller than the scatter between frames, but it does not average away.

If the total momentum does fluctuate canonically, 288 is the correct count and the width is 250.0 K. The choice matters for the mean and hardly at all for the width.

Q: Would a larger cell give a quieter trace?

A: Yes, as \(1/\sqrt f\). At the same 3000 K, a cell of 24 atoms has a width of 511 K, one of 192 atoms 177 K, and one of 768 atoms 88 K. Eight times as many atoms reduce the width by slightly more than a factor \(\sqrt8\), because the three lost components matter more in the smaller cell. In the limit of a macroscopic sample the relative width tends to zero.

Q: My colleague turned the thermostat off after equilibration, and the fluctuations became smaller. Is that run better controlled?

A: It samples a different ensemble. With no thermostat the total energy \(E=K+U\) is constant, so kinetic energy can rise only when potential energy falls by the same amount.

The reduction can be estimated from canonical quantities. In the canonical ensemble \(K\) and \(U\) are independent, because the weight factorizes. Call their variances \(a\) and \(b\), and approximate both distributions as Gaussian, which is reasonable for many atoms away from a phase transition. Now select the states with \(E\) equal to its mean. Among these the Boltzmann factor is constant, so they are weighted as in a constant-energy ensemble. A deviation \(k\) of the kinetic energy requires a deviation \(-k\) of the potential energy, and the joint weight is

\[
e^{-k^2/2a}\,e^{-k^2/2b}=\exp\!\left[-\frac{k^2}{2}\left(\frac1a+\frac1b\right)\right].
\]

The variance at fixed energy is the inverse of the bracketed sum:

\[
\operatorname{Var}(K)_E=\frac{ab}{a+b}<a .
\]

Two limits show what this means. In an ideal gas \(U\) does not fluctuate, so \(b=0\) and \(K\) is constant. In a harmonic solid the potential energy is also a sum of \(f\) quadratic terms, so \(b=a\), and the width falls by \(\sqrt2\), from 251 K to about 178 K. Purely harmonic modes do not exchange energy, so a single run shows this width only if the energy is spread thermally over its modes; with equal energy in every mode it is about 125 K. A liquid needs its own value of \(b\).

Q: Can you show that for a liquid?

A: For a model one. Take 96 equal particles in a periodic cube, repelling each other with the pair energy \(30\,k_BT\,(1-r^2)^3\) for \(r<1\) and zero beyond, where \(r\) is in units of the pair range. The cube has an edge of 4.2. This is not hafnia; it serves to test the statistics in an interacting liquid, and its temperature is mapped to 3000 K.

The first run used a Langevin thermostat. At each step it shrinks every momentum component by a factor \(c\) and adds thermal noise multiplied by \(\sqrt{1-c^2}\). The net momentum of the noise is removed, so that the total momentum stays at zero. If the old component has the thermal variance, the new one has \(c^2+(1-c^2)=1\) times that variance, so the canonical momentum distribution is preserved. Over 12,000 steps the width was 255 K with an estimated error of 6 K, consistent with 251 K. The mean was 2989 K.

That run also gave \(b=99.9\,(k_BT)^2\), while theory gives \(a=f/2=142.5\) in the same units. The predicted constant-energy variance is \(142.5\times99.9/242.4=58.7\), hence

\[
\sigma_{T,E}=3000\ \mathrm K\times\frac{\sqrt{58.7}}{142.5}\approx161\ \mathrm K .
\]

From a run of this length \(b\) is uncertain by about \(5\) to \(6\,(k_BT)^2\), which moves the prediction by 2 to 3 K. A separate run of 12,000 steps without a thermostat, started at the mean energy of the first, gave 163 K with an estimated error of 3 K. The particles moved a root-mean-square distance of 9.8 pair ranges during it, more than twice the cell edge, so the system was not solid. With repulsion alone there is no distinction between liquid and gas, so the model is strictly a dense fluid.

Q: Some thermostats give me an almost flat line. Why not use one of those?

A: Because the flat line is imposed. Weak-coupling rescaling, known as the Berendsen thermostat, multiplies all momenta after each time step \(\Delta t\) by

\[
\lambda=\sqrt{1+\frac{\Delta t}{\tau_B}\left(\frac{K_0}{K}-1\right)},
\]

where \(K_0=fk_BT/2\) is the target and \(\tau_B\) the chosen rescaling time. Kinetic energy scales as \(\lambda^2\), so

\[
K\;\to\;\lambda^2K=K+\frac{\Delta t}{\tau_B}(K_0-K).
\]

Each step removes the fraction \(\Delta t/\tau_B\) of the current deviation, whether or not that deviation was a legitimate thermal fluctuation. With \(\tau_B\) equal to two steps, half is removed every time. In the same model liquid, with a time step of 0.01 in units of the pair range times \(\sqrt{m/k_BT}\), this gave a width of 33 K when read just after each rescaling, against 251 K for canonical sampling. The figure depends on the step: with \(\tau_B\) kept at two steps, it is about 18 K for half the step and about 53 K for twice the step. Read just before, the width is twice as large, because each rescaling halves the deviation. In the opposite limit, \(\tau_B\to\infty\), \(\lambda\) tends to one and the motion returns to constant energy, which is not canonical either.

Q: So if I see 250 K, may I conclude that my melt is well sampled?

A: You may conclude that the width of the kinetic energy is right. That is necessary for canonical sampling but not sufficient. The factorization that made the result independent of the potential also makes it blind to the structure: momenta can be thermal while the atoms still sit near their starting lattice sites. For amorphous sampling you also need evidence that the atoms have diffused, that the structure has lost memory of its start, and that independent quenches agree.

Q: If each frame is uncertain by 250 K, how can I claim that the melt was at 3000 K?

A: By averaging over time. Neighbouring frames are correlated, so the number of frames is not the number of independent readings. Suppose the correlation of \(T_K\) decays as \(e^{-s/\tau}\) with time separation \(s\). The variance of the average over a run of length \(t\) is the mean correlation over all pairs of times, multiplied by \(\sigma_T^2\). Pairs with separation \(s\) occur with weight \(2(t-s)/t^2\), so

\[
\operatorname{Var}(\overline{T_K})=\frac{2\sigma_T^2}{t^2}\int_0^t(t-s)e^{-s/\tau}ds .
\]

Integration by parts gives \(t\tau-\tau^2(1-e^{-t/\tau})\) for the integral. When \(t\gg\tau\) the first term dominates, and

\[
\sigma_{\overline T}\approx\sigma_T\sqrt{\frac{2\tau}{t}} .
\]

For illustration I choose \(\tau=50\) fs and \(t=10\) ps. Then \(2\tau/t=0.01\), and the standard error of the mean is \(251\times0.1\approx25\) K. The run is worth about 100 independent readings. You should measure \(\tau\) in your own run, since it depends on the liquid and on the thermostat. The real correlation is often not a single exponential: a fast drop can be followed by a slow tail set by the thermostat. In that case take \(\tau\) as the integral of the normalized correlation over \(s\), or use block averages, and do not read it from the first drop. A longer run reduces the error of the mean but leaves the spread of single frames at 251 K.

Q: How close is all this to real hafnia?

A: The temperature is close to the melting point of hafnia, which lies slightly above 3000 K. A crystalline cell held at 3000 K may therefore stay solid, and it is safer to melt it at a higher temperature first. Cells of about a hundred atoms are affordable in first-principles work. Real nuclei, however, are quantum particles. For a harmonic mode of angular frequency \(\omega\), let \(x=\hbar\omega/k_BT\). Summing over the levels \((n+\tfrac12)\hbar\omega\) gives

\[
Z_q=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{1}{2\sinh(x/2)},
\]

\[
\langle E\rangle=-\frac{d\ln Z_q}{d\beta}=\frac{\hbar\omega}{2}\coth\frac x2 .
\]

Half of this is kinetic. Dividing that half by the classical \(k_BT/2\) gives the ratio \((x/2)\coth(x/2)\), which is close to \(1+x^2/12\) for small \(x\). Take 0.08 eV as a round value towards the upper end of the oxide's vibrations, though not their limit. The rise at 3000 K is then 0.80%, equivalent to 24 K for that mode. Slower modes deviate less and faster ones more. At 300 K, where a gate dielectric is used, the same mode has 69% more kinetic energy than the classical value. Classical nuclei are thus a good approximation in the melt and a poor one for the fast vibrations of the finished film.

Q: And the time step? I use 2 fs.

A: It causes a comparable shift. Apply velocity Verlet to one harmonic mode, with \(\theta=\omega\Delta t\), position \(q\), and \(v\) the velocity times \(\Delta t\). Combining the two half-kicks and the drift gives

\[
q'=cq+v,\qquad v'=cv-gq,
\]

\[
c=1-\frac{\theta^2}{2},\qquad g=\theta^2\left(1-\frac{\theta^2}{4}\right)=1-c^2 .
\]

Squaring and adding, the cross terms cancel:

\[
v'^2+gq'^2=(c^2+g)(v^2+gq^2)=v^2+gq^2 .
\]

For \(0<\theta<2\) each step therefore rotates the point \((\sqrt g\,q,\,v)\) on a circle. Over a long run both coordinates have the same mean square, \(\langle v^2\rangle=g\langle q^2\rangle\). Exact dynamics would have \(\theta^2\) in place of \(g\), so the kinetic temperature lies below the one inferred from the positions by the fraction

\[
1-\frac{g}{\theta^2}=\frac{(\omega\Delta t)^2}{4}.
\]

For the 0.08 eV mode and 2 fs this is 1.48%, or 44 K at 3000 K. This mismatch is systematic and grows as the square of the mode frequency, so slower modes have a smaller one and faster modes a larger one. Halving the step divides it by four. The result holds for velocities at whole steps; the half-step velocity \(q'-q\) has mean square \(2(1-c)\langle q^2\rangle=\theta^2\langle q^2\rangle\) and shows no such deficit for a harmonic mode, so check which velocity your code prints. Neither this shift nor the quantum one accounts for a scatter of 250 K between frames; that comes from having 285 momentum components. The numerical output below lists the main computed results.

## Calculated quantities

```
Atoms in cell: 96
Hafnia formula units: 32
Rounded Hf mass: 178.5 u
Rounded O mass: 16.0 u
Target temperature: 3000 K
Degrees of freedom f: 285
Thermal energy k_B T: 0.2585 eV
Mean kinetic energy of cell: 36.84 eV
Width of kinetic energy: 3.09 eV
Relative width sqrt(2/f): 8.38 %
Predicted temperature width: 251.3 K
Width if f = 3N (free total momentum): 250.0 K
Explicit momenta, frames: 20000
Explicit momenta, mean temperature: 3004.1 K
Explicit momenta, temperature width: 251.7 K
Gamma-law skewness: 0.168
Explicit momenta, skewness: 0.220
Half-width of chosen window: 250 K
Gamma-law share inside window: 68.1 %
Explicit-momenta share inside window: 68.2 %
Mean reading if 3N is wrongly used: 2968.8 K
Same reading from explicit momenta: 2972.8 K
Predicted width for 24 atoms: 510.8 K
Predicted width for 192 atoms: 177.2 K
Predicted width for 768 atoms: 88.4 K
Model liquid, reduced units, temperature mapped to target:
Langevin mean temperature: 2989 K
Langevin width: 255 K
Langevin width, block error: 6 K
Canonical Var(K)/(k_B T)^2, theory: 142.5
Canonical Var(U)/(k_B T)^2, run: 99.9
Constant-energy width, predicted: 161 K
Constant-energy width, run: 163 K
Constant-energy width, block error: 3 K
RMS displacement in constant-energy run: 9.8 pair ranges
Rescaling time: 2 time steps
Strong-rescaling width: 33 K
Time average and neglected effects:
Chosen correlation time: 50 fs
Chosen run length: 10 ps
Standard error of mean temperature: 25.1 K
Rough upper mode quantum: 0.08 eV
Quantum rise of mode kinetic energy at 3000 K: 0.80 %
Same rise as a temperature: 23.9 K
Quantum rise of mode kinetic energy at 300 K: 69 %
Chosen time step: 2 fs
Finite-step temperature mismatch: 1.48 %
Same mismatch as a temperature: 44.3 K
```
